# Why a slow level makes a blockaded dot's noise super-Poissonian

**Question.** A quantum dot has two levels, one coupled strongly to its leads and one weakly. Coulomb repulsion lets only one electron occupy the dot at a time. Repulsion of this kind might be expected to space the electrons out and lower the noise. How can it instead raise the noise above that of independent random transfers, and does the noise keep growing as the second level is made slower?

**Answer.**

## The mechanism

Take a large bias, so that electrons enter from the left and leave to the right. While the weakly coupled level $s$ is empty, electrons pass quickly, one after another, through the strongly coupled level $f$. Occasionally an electron enters $s$ instead. It stays there for a long time, and its charge prevents the next electron from entering $f$. The current stops until the slow electron leaves, and then another burst begins.

Single occupation thus has two opposing effects. Within a burst it imposes order, since each electron must wait for the previous one to leave. Over longer times it creates disorder, since the random choice of level decides whether the next wait is short or long. The noise is super-Poissonian when the second effect wins.

## The model and its waiting times

Let level $i=f,s$ fill at rate $a_i$ when the dot is empty, and empty at rate $b_i$. The levels are spin-polarised, and there is no relaxation between them. Tunnelling is treated as sequential, which is justified when every energy needed to add an electron lies much further than $\hbar\times$rate from both lead potentials. The level splitting is much larger than $\hbar\times$rate, so coherence between the levels is neglected. Both levels lie many $k_BT$ inside the bias window, and a second electron is energetically excluded.

Define

$$a=a_f+a_s,\quad p_i=\frac{a_i}{a},\quad T_0=\frac1a,\quad T_i=\frac1{b_i}.$$

Here $p_i$ is the probability that the next electron enters level $i$, $T_0$ is the mean empty time and $T_i$ the mean dwell time in level $i$.

Let $P_k(n,t)$ be the probability that the dot is in state $k=0,f,s$ after $n$ electrons have left. With $G_k=\sum_n e^{\chi n}P_k(n,t)$, each exit carries a factor $e^\chi$:

$$\dot G_0=-aG_0+e^\chi\sum_i b_iG_i,\qquad \dot G_i=a_iG_0-b_iG_i .$$

At long times all $G_k$ grow as $e^{z(\chi)t}$, where $z$ is the leading eigenvalue and $z(0)=0$. Since $\ln\sum_kG_k$ generates the cumulants of $n$, the mean count grows at rate $z'(0)$ and the variance at rate $z''(0)$. The Fano factor is $F=z''(0)/z'(0)$. It equals 1 for a Poisson process, and the one-sided zero-frequency noise is $S=2eIF$.

The second equation gives $G_i=a_iG_0/(b_i+z)$. Inserting this into the first and dividing by $(a+z)G_0$ gives

$$e^\chi w(z)=1,\qquad w(z)=\frac{a}{a+z}\sum_i p_i\frac{b_i}{b_i+z}.$$

The function $w(z)=\langle e^{-z\tau}\rangle$ belongs to the waiting time $\tau$ between successive exits: an exponential empty time, followed by an exponential dwell time in the chosen level. If $\tau$ has mean $m$ and variance $v$, then $\ln w=-mz+vz^2/2+O(z^3)$, and the eigenvalue condition becomes

$$\chi=mz-\tfrac12vz^2+O(z^3).$$

Set $z=\chi/m+c\chi^2$. The terms in $\chi^2$ require $mc-v/(2m^2)=0$, so $c=v/(2m^3)$. Hence $z'(0)=1/m$, $z''(0)=2c=v/m^3$, and

$$F=\frac{v}{m^2}.$$

## The two effects in one formula

The mean waiting time is $m=T_0+\bar T$, with $\bar T=p_fT_f+p_sT_s$. The variance of the mean dwell time over the choice of level is

$$\sigma^2=\sum_ip_iT_i^2-\bar T^2=p_fp_s(T_s-T_f)^2,$$

where $p_f+p_s=1$ was used. An exponential time of mean $T_i$ has mean square $2T_i^2$. The dwell time therefore has variance $2\sum_ip_iT_i^2-\bar T^2=\bar T^2+2\sigma^2$. Adding the variance $T_0^2$ of the independent empty time gives

$$v=T_0^2+\bar T^2+2\sigma^2=m^2+2(\sigma^2-T_0\bar T).$$

Therefore

$$\boxed{F=1+\frac{2(\sigma^2-T_0\bar T)}{(T_0+\bar T)^2}}$$

The term $T_0\bar T$ is the order imposed by having to fill and then empty the dot. The term $\sigma^2$ is the disorder from the choice of level. In this model the noise is super-Poissonian precisely when $\sigma^2>T_0\bar T$. The formula was tested against the master equation for random rates on both sides of this boundary.

## Does a larger rate ratio suffice?

That depends on which barrier is slow. Let the fast rates be $a_f=b_f=\Gamma$, and let $r\ge1$ be the ratio.

**Both barriers slow**, $a_s=b_s=\Gamma/r$. Then $p_f=r/(r+1)$, $p_s=1/(r+1)$, and

$$T_0=\frac{r}{(r+1)\Gamma},\quad \bar T=\frac{2r}{(r+1)\Gamma},\quad \sigma^2=\frac{r(r-1)^2}{(r+1)^2\Gamma^2}.$$

The factors $(r+1)^2\Gamma^2$ cancel in the boxed formula:

$$F=1+\frac{2[r(r-1)^2-2r^2]}{9r^2}=\frac{2r+1+2/r}{9}.$$

This exceeds 1 when $r^2-4r+1>0$, that is for $r>2+\sqrt3\approx3.73$. It then grows without bound, as $2r/9$ at large $r$.

**Exit alone slow**, $a_s=\Gamma$, $b_s=\Gamma/r$. Now $p_f=p_s=1/2$, $T_0=1/(2\Gamma)$, $\bar T=(r+1)/(2\Gamma)$ and $\sigma^2=(r-1)^2/(4\Gamma^2)$, so

$$F=1+\frac{2[(r-1)^2-(r+1)]}{(r+2)^2}=1+\frac{2(r^2-3r)}{(r+2)^2}.$$

The threshold is $r=3$. The derivative, $2(7r-6)/(r+2)^3$, is positive, so $F$ keeps rising, but towards the finite limit 3. The noise power $S=2eIF$ itself falls at large $r$, because the electron rate $1/m=2\Gamma/(r+2)$ tends to zero.

**Entry alone slow**, $a_s=\Gamma/r$, $b_s=\Gamma$. The dwell times are equal, so $\sigma^2=0$ and $F<1$ for every $r$.

| $r$ | both slow | exit slow | entry slow |
|---:|---:|---:|---:|
| 1 | 0.56 | 0.56 | 0.56 |
| 10 | 2.36 | 1.97 | 0.50 |
| 100 | 22.34 | 2.86 | 0.50 |

The limit comes from the size of the bursts. The number $k$ of fast electrons between two slow ones has probability $p_f^kp_s$, with mean $p_f/p_s$. Counting the slow electron too, $n=k+1$ has

$$\langle n\rangle=\frac1{p_s},\qquad \langle n^2\rangle=\frac{p_f}{p_s^2}+\frac1{p_s^2}=\frac{2-p_s}{p_s^2}.$$

If $T_s\to\infty$ at fixed $p_s$, the bursts are short compared with the blockades, and they occur as Poisson events. The count then has mean proportional to $\langle n\rangle$ and variance proportional to $\langle n^2\rangle$, so

$$F\to\frac{\langle n^2\rangle}{\langle n\rangle}=\frac2{p_s}-1.$$

For equal entry rates, $p_s=1/2$ and the limit is 3. This value is also an upper bound whenever $T_s>T_f$: since $\sigma^2<p_fp_sT_s^2$ and $m>p_sT_s$, the boxed formula gives $F-1<2p_f/p_s$. Unbounded growth therefore needs blockades that are rare in number as well as long.

## Rare blockades as a switching current

When both $a_s$ and $b_s$ are far below the fast rates, the current switches between zero and $I_{\rm on}=a_fb_f/(a_f+b_f)$, in electrons per unit time. A slow electron can enter only while the dot is empty, which is a fraction $b_f/(a_f+b_f)$ of the on-time. The switching rates are thus

$$k_{\rm off}=\frac{a_sb_f}{a_f+b_f},\qquad k_{\rm on}=b_s.$$

With $\kappa=k_{\rm off}+k_{\rm on}$, the current correlation is $I_{\rm on}^2P_{\rm on}P_{\rm off}e^{-\kappa|t|}$. Its time integral is $2I_{\rm on}^2P_{\rm on}P_{\rm off}/\kappa$. Dividing by the mean rate $I_{\rm on}P_{\rm on}$ and using $P_{\rm off}=k_{\rm off}/\kappa$ gives

$$F\approx\frac{2I_{\rm on}k_{\rm off}}{\kappa^2}.$$

This leaves out contributions of order one or less, such as the noise within a burst, so it becomes accurate when the result is much larger than 1.

For symmetric barriers, $I_{\rm on}=\Gamma/2$, $k_{\rm off}=\Gamma/(2r)$ and $\kappa=3\Gamma/(2r)$, which returns $2r/9$. The noise grows because bursts and blockades lengthen together. The charge gained or lost in each grows as $r$, while their number per unit time falls only as $1/r$, so the variance grows as $r^2/r=r$.

## A dot with $r=10$

Choose $\Gamma=1\ \mathrm{ns^{-1}}$ and make both slow rates $0.1\ \mathrm{ns^{-1}}$. One electron in eleven takes the slow level, yet that level is occupied for a third of the time. The parts of the formula are

$$T_0=\frac1{1.1}=0.909\ \mathrm{ns},\qquad \bar T=\frac{10}{11}(1)+\frac1{11}(10)=1.818\ \mathrm{ns},$$

$$\sigma^2=\frac{10}{121}(10-1)^2=6.694\ \mathrm{ns^2},\qquad T_0\bar T=1.653\ \mathrm{ns^2}.$$

Disorder exceeds order by a factor of about four, and

$$F=1+\frac{2(6.694-1.653)}{(2.727)^2}=2.36.$$

The electron rate is $1/2.727=0.367\ \mathrm{ns^{-1}}$, or 58.7 pA, and $S=2eIF=4.43\times10^{-29}\ \mathrm{A^2/Hz}$. The switching estimate gives 2.22, about 6% below the full value. At this ratio the remainder, $(1+2/r)/9=0.13$, still matters.

The excess needs time to appear. In a window of 1 ns the variance-to-mean ratio is 0.85, in 10 ns it is 1.41, and in 100 ns it is 2.23. The slowest relaxation time of the dot is 6.85 ns. In a window of length $t$ much shorter than this, the mean counts in a burst and in a blockade differ by only about $I_{\rm on}t$. The switching then adds only about $I_{\rm on}P_{\rm off}t$ to the variance-to-mean ratio. Between 100 and 150 ns, the growth of the variance divided by that of the mean already gives 2.36.

## Is the repulsion really responsible?

Without repulsion the levels conduct independently. For a single level the boxed formula has $\sigma^2=0$, $T_0=1/a_i$ and $\bar T=1/b_i$, so

$$F_i=\frac{a_i^2+b_i^2}{(a_i+b_i)^2}<1.$$

Means and variances of independent counts add. The total $F$ is therefore the average of the $F_i$ weighted by current, and it stays below 1 however different the rates are.

A model with finite repulsion $U$ and thermal leads shows the change. Take $T=0.1$ K, so that $k_BT=0.0086$ meV, while $\hbar\Gamma=0.00066$ meV. Put the lead potentials at $\pm0.5$ meV and the levels at $\pm0.05$ meV, with the fast one lower. At $U=0$, $F=0.50$. At $U=2$ meV, $F=2.36$, in agreement with the blockade formula.

At $U=0.5$ meV a second electron needs 0.45 meV to enter the lower level and 0.55 meV to enter the upper one. Only the first energy lies below the source potential, so, apart from small thermal corrections, blocking works one way:

- With the fast level lower, a slow electron does not block the fast level, and $F=0.51$.
- With the slow level lower, a slow electron does block the fast level, and $F=2.59$.

In the second case the slow electron can enter whether or not the fast level is occupied. Then $k_{\rm off}\approx\Gamma/r$, and the switching formula gives $r/4=2.5$, close to the computed value. The last digit of 2.59 holds only within sequential tunnelling. The blocked level lies just 0.05 meV above the source potential, where the thermal leak is about 0.003 and the lifetime tail, $\hbar\Gamma/(\pi\times0.05\ \mathrm{meV})\approx0.004$, is of the same size. Broadening the levels by their lifetime, as a rough estimate of this neglected effect, lowers $F$ by about 0.03. The super-Poissonian noise thus follows the slow electron's power to interrupt the fast channel; two unequal rates and some repulsion are not enough.

The same reasoning shows where the effect is lost. Any process that frees the slow level early, such as relaxation into an empty fast level below it, shortens the blockade and reduces $\sigma^2$. If both barriers are slow and this relaxation has a fixed rate $\gamma\ll\Gamma$, then $k_{\rm on}=b_s+\gamma$ and the switching formula gives $F\approx\Gamma b_s/[2(3b_s/2+\gamma)^2]$. This stops growing with $r$ at $b_s=2\gamma/3$, where $F\approx\Gamma/(12\gamma)$, and then falls, because the blockades become rarer without becoming much longer. The boxed formula then no longer applies as written, because it assumes that an electron leaves from the level it entered. The remaining computed values and checks are in the numerical output.

## Table of computed values

```
fast rates a_f, b_f: 1.000, 1.000 1/ns
slow rates a_s, b_s: 0.100, 0.100 1/ns
hbar*Gamma: 0.000658 meV; kT at 0.1 K: 0.008617 meV
bias 1.0 meV; levels +-0.05 meV; U 2.0 meV
occupations of 0, f, s: [0.3333 0.3333 0.3333]
chance that next electron is slow p_s: 0.0909
mean empty time T0: 0.9091 ns
mean dwell time Tbar: 1.8182 ns
channel variance sigma2: 6.6942 ns^2
regularity term T0*Tbar: 1.6529 ns^2
mean waiting time: 2.7273 ns
electron rate: 0.3667 1/ns; current 58.75 pA
Fano factor, master equation: 2.3556
Fano factor, formula: 2.3556
Fano factor, count distribution: 2.3556
noise power 2eIF: 4.434e-29 A^2/Hz
slowest relaxation rate: 0.1461 1/ns; time 6.85 ns
window 1 ns: mean count 0.367, var/mean 0.8474
window 10 ns: mean count 3.667, var/mean 1.4100
window 100 ns: mean count 36.667, var/mean 2.2317
window 150 ns: mean count 55.000, var/mean 2.2730
simulated fast electrons per burst: mean 10.01, variance 108.3
expected burst mean 10.00, variance 110.0
F for b_s = 1e-5 1/ns: 20.991; limit 2/p_s-1: 21.000
telegraph estimate of F at r=10: 2.2222
r | F both barriers slow | F exit slow | F entry slow
   1 | 0.5556 | 0.5556 | 0.5556
   3 | 0.8519 | 1.0000 | 0.5102
  10 | 2.3556 | 1.9722 | 0.5011
  30 | 6.7852 | 2.5820 | 0.5001
 100 | 22.3356 | 2.8647 | 0.5000
threshold r: both slow 3.7321, exit slow 3.0000
F exit slow at r=1e5: 2.9999
U=0: F 0.5000, electron rate 0.5500 1/ns
U=2 meV: F 2.3556, electron rate 0.3667 1/ns
U=0.5 meV, only fast blocks slow: F 0.5120
U=0.5 meV, only slow blocks fast: F 2.5856
```
